# Low-temperature thermal Drude weight of the zero-field XX chain

A spin-half XX chain in zero field conducts heat without decay. In an infinite chain at temperature $T>0$, the real part of its thermal conductivity is $\mathrm{Re}\,\kappa(\omega)=\pi D_{\rm th}\,\delta(\omega)$, and at low temperature

$$
D_{\rm th}=\frac{\pi k_B^2 v T}{3\hbar}\left[1-\frac{7\pi^2}{10}\left(\frac{k_BT}{J}\right)^2+\dots\right],\qquad v=\frac{Ja}{\hbar}.
$$

Here $J>0$ is the exchange energy, $a$ the site spacing and $v$ the speed of the low-energy excitations. The weight is defined as the coefficient of $\pi\delta(\omega)$; if it were defined as the coefficient of $\delta(\omega)$, it would be larger by a factor $\pi$. The conductivity is that of one chain, with unit W m/K, because the current is a power and not a power per area.

With spin operators in units of $\hbar$, the Hamiltonian of a ring of $N$ sites and length $L=Na$ is

$$
H=J\sum_j\left(S^x_jS^x_{j+1}+S^y_jS^y_{j+1}\right)=\frac J2\sum_j\left(S^+_jS^-_{j+1}+S^-_jS^+_{j+1}\right).
$$

The Jordan-Wigner transformation writes the spins in terms of fermions $c_j$ with $n_j=c_j^\dagger c_j$:

$$
S^+_j=c_j^\dagger K_j,\qquad K_j=\prod_{l<j}(1-2n_l),\qquad S^z_j=n_j-\tfrac12 .
$$

The string $K_j$ makes operators on different sites commute, as spins must. For neighbours the strings nearly cancel, since $K_jK_{j+1}=1-2n_j$. Because $c_j^\dagger n_j=0$,

$$
S_j^+S_{j+1}^-=c_j^\dagger(1-2n_j)c_{j+1}=c_j^\dagger c_{j+1}.
$$

The bond that closes the ring gives $S_N^+S_1^-=-P\,c_N^\dagger c_1$, where $P=\prod_l(1-2n_l)$ is the fermion parity. The fermions are therefore periodic when their number is odd and antiperiodic when it is even. The two sets of wavenumbers differ by half a spacing, which does not matter when sums become integrals. Restricting each set to its own parity adds terms containing $P$ to the thermal traces. Relative to the ordinary partition function, such a term is a product of $N$ factors $\tanh(\varepsilon_k/2k_BT)$, each smaller than one in magnitude, so it vanishes exponentially with $N$ at fixed $T>0$. Inserting the square of a current alters at most two factors in each term and does not change this conclusion.

With $c_j=N^{-1/2}\sum_k e^{ikj}c_k$, where $k$ is dimensionless, the Hamiltonian becomes

$$
H=\sum_k\varepsilon_k n_k,\qquad \varepsilon_k=J\cos k,\qquad v_k=\frac a\hbar\frac{d\varepsilon_k}{dk}=-\frac{Ja}{\hbar}\sin k .
$$

A magnetic field would couple to $\sum_jS^z_j$ and act as a chemical potential. In zero field the chemical potential is zero, the band is half filled, and the Fermi points are $k=\pm\pi/2$, where the speed is $v=Ja/\hbar$.

The energy current follows from local conservation of energy. Let $h_j$ be the energy of the bond between sites $j$ and $j+1$. It fails to commute only with its two neighbours, so

$$
\frac{dh_j}{dt}=\frac i\hbar[h_{j-1},h_j]+\frac i\hbar[h_{j+1},h_j]=j_j-j_{j+1},\qquad j_j=\frac i\hbar[h_{j-1},h_j].
$$

Thus $j_j$ is the power flowing to the right through site $j$. In spin language it is a three-site operator,

$$
j_j=\frac{J^2}{\hbar}\left(S^y_{j-1}S^z_jS^x_{j+1}-S^x_{j-1}S^z_jS^y_{j+1}\right).
$$

For fermions, the commutator of two bilinears is the bilinear of the matrix commutator. The product of the two hopping matrices connects $j-1$ with $j+1$, which gives

$$
j_j=\frac{iJ^2}{4\hbar}\left(c^\dagger_{j-1}c_{j+1}-c^\dagger_{j+1}c_{j-1}\right).
$$

Since $\sum_jc^\dagger_{j-1}c_{j+1}=\sum_ke^{2ik}n_k$, the total current is

$$
J_E=a\sum_jj_j=\frac{iaJ^2}{4\hbar}\sum_k(2i\sin2k)\,n_k=-\frac{aJ^2}{2\hbar}\sum_k\sin 2k\;n_k=\sum_k\varepsilon_kv_kn_k .
$$

Each fermion carries its energy at its group velocity. As $J_E$ contains only occupation numbers, it commutes with $H$, and an energy current once established does not decay.

To find the Drude weight, including its factor of $\pi$, prepare the chain at time zero with a small, uniform temperature gradient and let it evolve. The initial density matrix is proportional to $\exp(-\sum_j\beta_jh_j)$, with $\beta_j=\beta+\delta\beta_j$ and $\beta=1/k_BT$. To first order in a small operator $X$,

$$
e^{-\beta H-X}=e^{-\beta H}\left(1-\frac1\beta\int_0^\beta d\lambda\,e^{\lambda H}Xe^{-\lambda H}\right).
$$

Define $(A;B)=\beta^{-1}\int_0^\beta d\lambda\,\langle e^{\lambda H}Ae^{-\lambda H}B\rangle$, with the average taken in uniform equilibrium. The mean current vanishes there, so the change of normalization does not contribute. The current at a site labelled 0, far from any end, is

$$
\langle j_0(t)\rangle=-\sum_j\delta\beta_j\,(h_j;j_0(t))=-\sum_j\delta\beta_j\,(h_j(-t);j_0),
$$

where the second form uses the stationarity of equilibrium. Now differentiate. Because of the reversed time argument, $\frac{d}{dt}h_j(-t)=-[j_j(-t)-j_{j+1}(-t)]$, and shifting the index in the second term gives

$$
\frac{d\langle j_0\rangle}{dt}=\sum_j(\delta\beta_j-\delta\beta_{j-1})\,(j_j(-t);j_0).
$$

For a uniform gradient, $\delta\beta_j-\delta\beta_{j-1}=-a(\partial T/\partial x)/(k_BT^2)$. The sum then contains $a\sum_jj_j=J_E$, which depends neither on $t$ nor on $\lambda$. By translation symmetry $(J_E;j_0)=\langle J_E^2\rangle/L$, and therefore

$$
\frac{d\langle j_0\rangle}{dt}=-D_{\rm th}\frac{\partial T}{\partial x},\qquad D_{\rm th}=\frac{\langle J_E^2\rangle}{Lk_BT^2}.
$$

The current is the same at every site, so to this order the energy profile, and with it the gradient, stays as prepared. In general $\langle j\rangle(t)=-\int_0^td\tau\,\kappa(\tau)\,\partial T/\partial x$ for a gradient present since time zero. Comparison gives $\kappa(\tau)=D_{\rm th}$ for $\tau>0$, and

$$
\kappa(\omega)=\int_0^\infty d\tau\,D_{\rm th}\,e^{i(\omega+i0)\tau}=\frac{iD_{\rm th}}{\omega+i0}=\pi D_{\rm th}\,\delta(\omega)+\frac{iD_{\rm th}}{\omega}.
$$

The last term, a principal value, is imaginary, so the real part has no contribution at nonzero frequency. The length must be taken to infinity before the frequency goes to zero: in a finite open chain the growth at a given site ends when signals from the ends reach it.

This growth law was tested on an open fermion chain of 240 sites, in units where $J=a=\hbar=k_B=1$. It was prepared at a central temperature of 0.1 with a weak gradient. The weight read from the current at the centre was 0.09667 at time 25 and again at time 50. The sum over momenta derived below also gives 0.09667.

A thermal conductivity is usually defined with no flow of the other conserved quantity, here the spin. The spin current is $J_s=\sum_kv_kn_k$, with spin counted in units of $\hbar$. A temperature gradient drives it in proportion to

$$
\frac{\langle J_EJ_s\rangle}{L}=\int_{-\pi}^{\pi}\frac{dk}{2\pi a}\,\varepsilon_kv_k^2f_k(1-f_k),
$$

where $f_k=1/(e^{\varepsilon_k/k_BT}+1)$. The map $k\to\pi-k$ reverses $\varepsilon_k$ but preserves $v_k^2$ and $f_k(1-f_k)$, so the integral vanishes. In zero field the condition of no spin current is met without further adjustment. In a field the symmetry is lost: for a ring of ten spins at $k_BT=J$ and a Zeeman energy of $0.5J$, diagonalization gives a cross term of 0.00621 in the reduced units, against 0.00622 from the integral with the shifted chemical potential. Here $J_E$ is still the current of exchange energy alone; the Zeeman energy carried by the spins adds a term proportional to $\langle J_s^2\rangle$ to the response, which these numbers do not include. For these values the momentum integral gives that term as $-0.056$ in the same units, about nine times the cross term and of opposite sign. Blocking the spin current then in general requires a compensating magnetization gradient, which in turn changes the energy current, and the result above no longer applies as it stands.

It remains to evaluate $\langle J_E^2\rangle$. The occupations are independent, each with variance $f_k(1-f_k)$, and the mean of $J_E$ is zero because $v_k$ is odd in $k$. Hence

$$
D_{\rm th}=\frac1{k_BT^2}\int_{-\pi}^{\pi}\frac{dk}{2\pi a}\,\varepsilon_k^2v_k^2f_k(1-f_k).
$$

The halves $k>0$ and $k<0$ contribute equally. On each, $dk/a=d\varepsilon/(\hbar|v_k|)$ in magnitude, which cancels one power of the velocity. With $|v(\varepsilon)|=v\sqrt{1-\varepsilon^2/J^2}$ and $x=\varepsilon/k_BT$,

$$
D_{\rm th}=\frac{k_B^2vT}{\pi\hbar}\int_{-J/k_BT}^{J/k_BT}dx\;\frac{x^2}{4\cosh^2(x/2)}\sqrt{1-\left(\frac{k_BT\,x}{J}\right)^2}.
$$

This holds at any temperature. For $k_BT\ll J$ the weight function confines $x$ to a few units. The root can then be expanded as $1-\frac12(k_BTx/J)^2-\frac18(k_BTx/J)^4-\dots$, and extending the limits to infinity costs an exponentially small error. The integrals needed are, for even $m\geq2$,

$$
I_m=\int_{-\infty}^{\infty}\frac{x^m\,dx}{4\cosh^2(x/2)}=2\int_0^\infty\frac{x^me^{-x}}{(1+e^{-x})^2}\,dx=2\,m!\sum_{n=1}^\infty\frac{(-1)^{n+1}}{n^m},
$$

obtained from $e^{-x}/(1+e^{-x})^2=\sum_n(-1)^{n+1}ne^{-nx}$ and $\int_0^\infty x^me^{-nx}dx=m!/n^{m+1}$. The alternating sums for $m=2,4,6$ are $\pi^2/12$, $7\pi^4/720$ and $31\pi^6/30240$, so

$$
I_2=\frac{\pi^2}3,\qquad I_4=\frac{7\pi^4}{15},\qquad I_6=\frac{31\pi^6}{21}.
$$

The leading term is $k_B^2vT/(\pi\hbar)$ times $\pi^2/3$, which is $\pi k_B^2vT/(3\hbar)$. The relative correction of second order is $-I_4/(2I_2)=-7\pi^2/10$, as stated at the start. The next one is $-I_6/(8I_2)=-31\pi^4/56\approx-54$, multiplying $(k_BT/J)^4$. Both are negative because fermions away from the Fermi points move more slowly than $v$. At $k_BT/J=0.02$ the momentum sum lies below the leading law by a fraction $6.931\,(k_BT/J)^2$ of that law. The second-order coefficient is 6.909, and the fourth-order term accounts for the difference of about 0.02.

The leading result can also be read as ballistic transport. Consider the fermions moving to the right through a point. They carry the power $\int d\varepsilon\,\varepsilon f/(2\pi\hbar)$, because the velocity cancels the density of states. Its derivative with respect to the temperature of their source is

$$
G_0=\frac{1}{2\pi\hbar}\,k_B^2T\,I_2=\frac{\pi k_B^2T}{6\hbar},
$$

the quantum of thermal conductance. After a time $t$ in a uniform gradient, right-movers arrive from a distance $vt$ on one side and left-movers from $vt$ on the other. Their source temperatures differ by $-2vt\,\partial T/\partial x$, and the current is $G_0$ times this difference. Hence $D_{\rm th}=2vG_0$, the same weight, with the same factor of $\pi$, from a separate argument.

In the opposite limit, $k_BT\gg J$, every mode has $f_k(1-f_k)\to1/4$. With $\varepsilon_kv_k=-(aJ^2/2\hbar)\sin2k$ and the average of $\sin^22k$ equal to $1/2$,

$$
D_{\rm th}\to\frac1{k_BT^2}\cdot\frac1a\cdot\frac14\cdot\frac{a^2J^4}{4\hbar^2}\cdot\frac12=\frac{aJ^4}{32\hbar^2k_BT^2}.
$$

The weight thus rises linearly from zero at low temperature and falls as $1/T^2$ at high temperature, so it has a maximum at some temperature between. The linear law describes only the first part of the rise.

For a sense of size, take rough values in the regime of Cs2CoCl4, a magnet with cobalt chains and strong easy-plane anisotropy: $J/k_B=3$ K, $a=0.74$ nm and a cross-section of $0.32$ nm² per chain. The digits kept below let the arithmetic be followed; as estimates for a material, the results are good to one figure at best. At $T=0.3$ K, $k_BT/J=0.10$. The velocity $v=Ja/\hbar$ is 291 m/s, and $G_0=0.284$ pW/K. The leading law gives

$$
D_{\rm th}=2\,(290.6\ \text{m/s})(0.2839\times10^{-12}\ \text{W/K})=1.65\times10^{-10}\ \text{W m/(K s)}
$$

per chain. Division by $0.32\times10^{-18}$ m² gives $5.16\times10^8$ W/(m K s) for the crystal.

A real chain has defects and other scatterers, which give the current a finite lifetime $\tau$. If it decays exponentially, $\kappa(\tau')=D_{\rm th}e^{-\tau'/\tau}$ at delay $\tau'$, and

$$
\mathrm{Re}\,\kappa(\omega)=\frac{D_{\rm th}\tau}{1+\omega^2\tau^2}.
$$

The area under this peak is $\pi D_{\rm th}$ for every $\tau$, so scattering of this kind broadens the delta function without changing its weight. For a chosen mean free path of 100 nm, $\tau=(100\ \text{nm})/(290.6\ \text{m/s})=0.344$ ns, and the peak falls to half its height at $1/(2\pi\tau)=0.46$ GHz. The steady conductivity of the crystal is $(5.16\times10^8)(0.344\times10^{-9})=0.18$ W/(m K). It is proportional to the chosen path and is not a prediction for the material.

The real compound departs from the model in several ways. The full momentum integral at 0.3 K gives 0.923 of the leading law, a reduction of 8 per cent. Another change comes from the coupling of the $z$ components. The cobalt ion has spin $3/2$, and the anisotropy leaves the doublet $S^z=\pm1/2$ lowest. Within it $S^z$ acts as the $z$ component of a spin half, while $S^\pm$ acts as twice the spin-half operator, because $\langle\tfrac12|S^+|{-\tfrac12}\rangle=\sqrt{15/4+1/4}=2$. An isotropic exchange between the ions is thus four times stronger in the plane than along $z$, and adds $\Delta J\sum_jS^z_jS^z_{j+1}$ with $\Delta=1/4$. For the fermions this is an interaction between neighbours. In mean field its density part cancels at half filling, and its exchange part adds $-\Delta J\langle c_j^\dagger c_{j+1}\rangle$ to the hopping amplitude $J/2$. At zero temperature

$$
\langle c_j^\dagger c_{j+1}\rangle=\int_{\pi/2}^{3\pi/2}\frac{dk}{2\pi}\cos k=-\frac1\pi ,
$$

so the velocity is multiplied by $1+2\Delta/\pi=1.16$, and at this level of approximation the leading law rises by 16 per cent. As a check on the velocity, the lowest excitation with one unit of momentum on a 12-site ring rises by a factor of 1.146 when $\Delta$ goes from 0 to $1/4$. The small difference contains both the finite size of the ring and terms beyond first order in $\Delta$, which this comparison does not separate.

A further limit is the coupling between chains. The compound orders magnetically at roughly 0.2 K, two thirds of the temperature used here, so correlations between chains may be substantial, and their effect on the heat current is not estimated. Raising the temperature relieves this but takes the chain out of its linear regime. The upper doublet $S^z=\pm3/2$ of the ion, at roughly 15 K, is practically empty, with a Boltzmann factor of about $2\times10^{-22}$, but virtual transitions to it matter. Let $K=J/4$ be the bare exchange and $E_d$ the gap, so that $K/E_d=0.05$. On one bond, the term $\frac K2(S^+_1S^-_2+S^-_1S^+_2)$ takes the parallel pair $|\tfrac12,\tfrac12\rangle$ to two states at energy $E_d$, with amplitude $\sqrt3K$ each, and the antiparallel pair $|\tfrac12,-\tfrac12\rangle$ to one state outside the lower doublets, at energy $2E_d$, with amplitude $3K/2$. In second order this lowers the parallel pair by $6K^2/E_d$ and the antiparallel pair by $9K^2/(8E_d)$. The axial coupling is twice the difference between the parallel and antiparallel energies, so it changes from $K$ to $K[1-39K/(4E_d)]$, about half its value. Then $\Delta$ is about 0.13 instead of $1/4$, and with this change alone the mean-field rise of the velocity would be about 8 per cent instead of 16. Virtual processes that span two bonds add terms of the same order, $K^2/E_d$, and they cannot be left out. In exact diagonalization of a ring of eight full spins $3/2$ with these values, the lowest excitation with one unit of momentum lies 13 per cent above that of the XX ring with $J=4K$. The doublet model on the same ring gives 14 per cent with $\Delta=1/4$ and 7 per cent with $\Delta=0.13$. On this ring, all second-order terms together give 15 per cent, and the third order brings this to 13 per cent. At second order the two-bond terms thus more than offset the one-bond reduction in this velocity, and with the higher orders the net result lies slightly below that of the doublet model with $\Delta=1/4$. The one-bond value of $\Delta$ should not be used alone to correct the velocity. These percentages still depend on the size of the ring. For six, eight and ten sites the full spins give 11.7, 13.1 and 13.8 per cent, and the doublet model with $\Delta=1/4$ gives 12.5, 13.7 and 14.3 per cent. The second-order figure rises to 16 per cent for ten sites and 17 per cent for eighteen. The order of the models is the same for six, eight and ten sites.

Phonons carry heat as well. Three acoustic branches with a common sound speed $v_s$ have the heat capacity per volume

$$
C=\frac{3k_B}{2\pi^2}\left(\frac{k_BT}{\hbar v_s}\right)^3\int_0^\infty\frac{x^4e^x\,dx}{(e^x-1)^2}=\frac{2\pi^2}{5}k_B\left(\frac{k_BT}{\hbar v_s}\right)^3 ,
$$

which is 0.413 J/(m³ K) for a rough $v_s=2000$ m/s. With a chosen phonon path of 1 mm, the kinetic estimate $Cv_s\ell/3$ gives 0.28 W/(m K), more than the 0.18 W/(m K) of the spins. For these paths, a measured total conductivity could not be read as the spin contribution without first separating the lattice part. The numerical output lists the inputs and main results of this example.

## Calculated quantities

```
TESTS (reduced units J = a = hbar = kB = 1)
Ring of 10 spins, temperature: 1.0
Largest element of [H, J_E]: 0.0e+00
Current variance per site, spins: 0.027713
Current variance per site, fermions: 0.027714
Energy-spin cross term, zero field: 6.0e-19
Cross term, field 0.5, spins: 0.006214
Cross term, field 0.5, fermions: 0.006219
Gradient test: 240 sites, temperature 0.1
D from current growth, time 25: 0.096670
D from current growth, time 50: 0.096670
D from momentum sum: 0.096670
D from leading law: 0.104720
D(full)/D(law) at temperature 0.02: 0.997228
T^2 coefficient, from sum: 6.931
T^2 coefficient, 7 pi^2/10: 6.909
EXAMPLE INPUTS (rough, regime of Cs2CoCl4)
J/kB: 3.0 K
Site spacing: 0.74 nm
Area per chain: 0.32 nm^2
Temperature: 0.3 K
Chosen spin mean free path: 100 nm
EXAMPLE RESULTS
kB T/J: 0.10
Velocity v: 290.6 m/s
Thermal conductance quantum: 0.2839 pW/K
D per chain, law: 1.650e-10 W m/(K s)
D per cross-section, law: 5.158e+08 W/(m K s)
Lifetime: 0.344 ns
Half-width of broadened peak: 0.463 GHz
Spin dc conductivity: 0.177 W/(m K)
NEGLECTED EFFECTS
Finite T, D(full)/D(law): 0.9231
Finite T, first correction only: 0.9309
Ising ratio from doublet projection: 0.25
Velocity factor, mean field: 1.1592
Velocity factor, 12-site ring: 1.1465
Rough ordering temperature: 0.2 K
Ordering temperature / T: 0.67
Rough upper doublet: 15 K
Upper doublet Boltzmann factor: 1.9e-22
Bare exchange / doublet gap: 0.050
Rough sound speed: 2000 m/s
Chosen phonon path: 1 mm
Phonon heat capacity: 0.413 J/(m^3 K)
Phonon conductivity: 0.275 W/(m K)
```
